\section*{Long-range decay of local pair energies and the dipole screening estimate}

\section{What is being summed}

\textit{Q:} You want to discard pairs of distant localized orbitals before computing them. Before I ask how small they are, what is the energy of one pair?

\textit{A:} I take a closed-shell molecule, real orbitals, hartree atomic units and, for now, second-order (MP2) correlation. Let $i,j,k$ be occupied and $a,b,c$ virtual spatial orbitals, and write
\begin{equation}
K_{ij}^{ab}=(ia|jb)=\iint \frac{i(\mathbf r_1)a(\mathbf r_1)\,j(\mathbf r_2)b(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1d\mathbf r_2 .
\end{equation}
In spin orbitals the energy is $\tfrac14\sum\langle IJ||AB\rangle t_{IJ}^{AB}$. For opposite spins, four equal spin assignments cancel the $\tfrac14$ and give $\sum K_{ij}^{ab}t_{ij}^{ab}$. The two same-spin cases give
\begin{equation}
2\cdot\tfrac14\sum(K_{ij}^{ab}-K_{ij}^{ba})(t_{ij}^{ab}-t_{ij}^{ba})
=\sum(K_{ij}^{ab}-K_{ij}^{ba})t_{ij}^{ab},
\end{equation}
because exchanging the names $a,b$ makes the two halves of the product equal. The sum of both spin cases is
\begin{equation}
E=\sum_{ij}e_{ij},\qquad e_{ij}=\sum_{ab}(2K_{ij}^{ab}-K_{ij}^{ba})t_{ij}^{ab}.
\end{equation}
Since $K_{ij}^{ab}=K_{ji}^{ba}$, and likewise for $t$, we have $e_{ij}=e_{ji}$. The energy of the pair $i<j$ is therefore
\begin{equation}
E_{ij}=2\sum_{ab}(2K_{ij}^{ab}-K_{ij}^{ba})t_{ij}^{ab}. \label{pair}
\end{equation}

\textit{Q:} The usual amplitude is $-K$ over an orbital-energy difference. Localized orbitals have no orbital energies.

\textit{A:} In canonical orbitals the amplitude satisfies $K_{ij}^{ab}+(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)t_{ij}^{ab}=0$. Rotate the occupied orbitals among themselves, and the virtuals among themselves. $K$ and $t$ transform in the same way, and the diagonal energies become Fock matrices $f$:
\begin{align}
0={}&K_{ij}^{ab}+\sum_c\left(f_{ac}t_{ij}^{cb}+f_{bc}t_{ij}^{ac}\right)\nonumber\\
&-\sum_k\left(f_{ik}t_{kj}^{ab}+f_{jk}t_{ik}^{ab}\right). \label{amp}
\end{align}
Nothing has been neglected in this rotation.

\section{Which integrals survive at a distance}

\textit{Q:} The sum still runs over every virtual orbital in the system. A delocalized virtual overlaps both $i$ and $j$, so what does distance mean?

\textit{A:} The argument needs localized virtuals. Let $i$ belong to a group of atoms $A$ and $j$ to a separate group $B$. I assume an energy gap, and occupied and virtual orbitals that can be localized on the groups with exponentially decaying tails. The pair energy is unchanged by a rotation of the virtuals, so this choice is free.

A product such as $i(\mathbf r)b(\mathbf r)$, with $i$ on $A$ and $b$ on $B$, is then exponentially small everywhere. Every integral containing such a product can be dropped, as can Fock elements between the groups. This leaves amplitudes with $a$ on $A$ and $b$ on $B$. It also removes $K_{ij}^{ba}=(ib|ja)$ from (\ref{pair}), so that
\begin{equation}
E_{ij}\simeq4\sum_{a\in A}\sum_{b\in B}K_{ij}^{ab}t_{ij}^{ab}. \label{direct}
\end{equation}

\textit{Q:} The remaining $(ia|jb)$ is a Coulomb interaction of two charge clouds. Coulomb interactions fall as $1/R$.

\textit{A:} They do if the clouds carry charge. Let $R\mathbf n$ be the vector from the centroid of $i$ to that of $j$, with $|\mathbf n|=1$. Measure $\mathbf x$ and $\mathbf y$ from the two centroids and set $\mathbf w=\mathbf y-\mathbf x$. From $(1+s)^{-1/2}=1-\tfrac12s+\tfrac38s^2-\dots$ with $s=2\mathbf n\cdot\mathbf w/R+w^2/R^2$,
\begin{equation}
\frac1{|R\mathbf n+\mathbf w|}=\frac1R-\frac{\mathbf n\cdot\mathbf w}{R^2}
+\frac{3(\mathbf n\cdot\mathbf w)^2-w^2}{2R^3}+O(R^{-4}).
\end{equation}
Integrate this against $i(\mathbf x)a(\mathbf x)\,j(\mathbf y)b(\mathbf y)$. A term independent of $\mathbf x$ is multiplied by $\langle i|a\rangle=0$, and one independent of $\mathbf y$ by $\langle j|b\rangle=0$. The first two terms vanish for this reason. In the third, the mixed part of $-w^2/2$ is $+\mathbf x\cdot\mathbf y$, and that of $\tfrac32(\mathbf n\cdot\mathbf w)^2$ is $-3(\mathbf n\cdot\mathbf x)(\mathbf n\cdot\mathbf y)$. With $\mathbf d_{ia}=\langle i|\mathbf r|a\rangle$,
\begin{align}
K_{ij}^{ab}&=\mathbf d_{ia}\cdot\mathsf T\,\mathbf d_{jb}+O(R^{-4}),\nonumber\\
\mathsf T&=\frac{\mathsf 1-3\mathbf n\mathbf n^{\mathsf T}}{R^3}. \label{dip}
\end{align}
Moving the origin by $\mathbf s$ changes $\mathbf d_{ia}$ by $-\mathbf s\langle i|a\rangle=0$, so $\mathbf r$ may be measured from any point.

\textit{Q:} So everything hangs on orthogonality?

\textit{A:} The removal of the monopole does. If $a$ and $b$ are replaced by raw basis functions $\mu$ and $\nu$ that overlap the occupied orbitals, the first term survives as $\langle i|\mu\rangle\langle j|\nu\rangle/R$. Atomic functions serve as local virtuals only after projection against the occupied space, since virtual orbitals must be orthogonal to it, and that projection also removes this term.

The numerical check computed both kinds of integral for two water molecules. At 100 bohr the raw integrals differ from the $1/R$ form by 0.9\% of its norm. For orthogonal virtuals, the error of (\ref{dip}) relative to the norm of the computed integrals is 5.3\% at 50 bohr and 2.6\% at 100 bohr. It halves when $R$ doubles, as an $O(R^{-4})$ correction to an $R^{-3}$ term should.

\section{From the integral to the energy}

\textit{Q:} An $R^{-3}$ integral gives an $R^{-6}$ energy if the amplitude is also $R^{-3}$. But (\ref{amp}) couples $t_{ij}$ to other pairs, which might decay more slowly.

\textit{A:} Collect all amplitudes with one excitation on $A$ and one on $B$ into a vector $\mathbf t$. The couplings that survive connect members of this set to one another, so (\ref{amp}) reads $\mathsf L\mathbf t=-\mathbf K$. In the canonical orbitals of the groups, $\mathsf L$ is diagonal with elements $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. The gap keeps the smallest of them, $\lambda$, above zero, and at large $R$ it tends to the value for isolated groups. Hence
\begin{equation}
\|\mathbf t\|\le\frac{\|\mathbf K\|}{\lambda}=O(R^{-3}),\qquad
|E_{ij}|\le4\|\mathbf K\|\,\|\mathbf t\|=O(R^{-6}).
\end{equation}
The second inequality is the Cauchy--Schwarz inequality applied to (\ref{direct}). The occupied couplings can change the coefficient of $R^{-6}$, but they cannot introduce a slower power. If the leading coefficient of a pair happens to vanish, that pair decays faster. Without a gap $\lambda$ has no positive lower limit and this proof fails.

\textit{Q:} What physical process is this?

\textit{A:} It is London dispersion. A fluctuation on $A$, described by the transition dipole $\mathbf d_{ia}$, acts on one on $B$ through a field proportional to $R^{-3}$. The correlated response carries one such factor and its energy a second.

\section{An estimate without two-electron integrals}

\textit{Q:} Solving coupled equations to decide whether to solve coupled equations is no saving.

\textit{A:} For screening, two simplifications are made. For each occupied orbital, choose orthonormal virtuals in its neighbourhood that diagonalize the Fock operator there, so that $f_{ac}=\varepsilon_a\delta_{ac}$. Then neglect $f_{ik}$ for $k\ne i$ and $f_{jk}$ for $k\ne j$. Equation (\ref{amp}) collapses to
\begin{align}
0&=K_{ij}^{ab}+\Delta_{ij}^{ab}t_{ij}^{ab},\nonumber\\
\Delta_{ij}^{ab}&=\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj}.
\end{align}
Insert $t=-K/\Delta$ into (\ref{direct}), then use (\ref{dip}):
\begin{equation}
E_{ij}^{\rm dip}=-\frac4{R^6}\sum_{ab}
\frac{\left[\mathbf d_{ia}\cdot\mathbf d_{jb}-3(\mathbf d_{ia}\cdot\mathbf n)(\mathbf d_{jb}\cdot\mathbf n)\right]^2}
{\varepsilon_a+\varepsilon_b-f_{ii}-f_{jj}}. \label{est}
\end{equation}
The factor 4 is the 2 of the direct term times the 2 from counting $ij$ and $ji$. The minus sign comes from the amplitude. The ingredients are one-electron quantities: dipole integrals, centroids and Fock elements. In the examples below the neighbourhood is the whole molecule: all virtual orbitals of the isolated molecule are used, so the effect of a smaller virtual domain is not tested.

\textit{Q:} Show me a case where nothing but the distance expansion is at stake.

\textit{A:} Two parallel hydrogen molecules have one occupied orbital each, so there is no other occupied orbital in the same molecule to couple to. With a bond length of 1.4 bohr and the aug-cc-pVDZ basis, displacement along the bonds gives $E^{\rm dip}=-C/R^6$ with $C=12.23$ hartree\,bohr$^6$. At $R=24$ bohr,
\begin{equation}
E^{\rm dip}=-\frac{12.23}{24^6}=-\frac{12.23}{1.911\times10^8}=-6.40\times10^{-8}\ \text{hartree}.
\end{equation}
The MP2 pair energy from the full dimer calculation is $-6.63\times10^{-8}$ hartree. The ratio of MP2 to estimate varies with distance as follows.
\begin{center}
\begin{tabular}{cc}
$R$ (bohr) & MP2/estimate\\
12 & 1.156\\
16 & 1.084\\
24 & 1.036\\
48 & 1.009
\end{tabular}
\end{center}

\textit{Q:} That approaches one, but does it arrive there?

\textit{A:} In the expansion of $1/|R\mathbf n+\mathbf w|$, the term $R^{-(l+1)}$ is of degree $l$ in $\mathbf w$ and changes by $(-1)^l$ under $\mathbf n\to-\mathbf n$. With the orbitals and Fock elements of the isolated molecules the energy is quadratic in $K$, so a term $R^{-m}$ with $m=l+l'+2$ changes by $(-1)^m$. For two identical parallel molecules, that reversal merely exchanges their labels. Odd powers are therefore absent from this part. The neighbour also perturbs the orbitals, but a neutral molecule without a dipole has a field falling as $R^{-4}$, and a constant potential cancels in the energy differences. The leading relative correction is thus $c/R^2$. If $q(R)=1+c/R^2$, the combination $[4q(48)-q(24)]/3$ eliminates $c$. It gives
\begin{equation}
\frac{4\times1.0088-1.0359}{3}=0.9998 .
\end{equation}
Displacement across the bonds has a different coefficient, $C=8.28$ hartree\,bohr$^6$, and its extrapolated ratio is 1.0000. The angular factor in (\ref{est}) is thus tested along with the power. Both coefficients belong to this basis: aug-cc-pVTZ gives 12.20 along the bonds and 8.63 across them.

The exchange part behaves as claimed too. Its effective power is 12.4 between 12 and 16 bohr and about 20 between 16 and 24 bohr; this rise over the two intervals is consistent with a decay faster than any power law. At 12 bohr it is already only $1.1\times10^{-9}$ hartree, against a pair energy of $-4.7\times10^{-6}$ hartree. The effective powers depend on the tails of the basis functions: in aug-cc-pVTZ the size at 12 bohr is nearly the same, but the power between 12 and 16 bohr is 17.7.

\section{Several orbitals per molecule}

\textit{Q:} Hydrogen hides the approximation I distrust, the neglected $f_{ik}$.

\textit{A:} Two parallel water molecules expose it. I use the 6-31G basis and Boys-localized valence orbitals, with one molecule displaced along $(2,2,1)/3$; the molecular axis is $z$ and each molecule lies parallel to the $yz$ plane. At 80 bohr the estimate gives between 86\% and 94\% of the MP2 energy for the 16 valence pairs, and 89.4\% for the sum over all pairs.

To find the cause, keep the dipole form of the integrals but restore $f_{ik}$. One $\mathsf T$, taken at the displacement of the two molecules, is used for all pairs; this alters $K$ only at $O(R^{-4})$. Restoring $f_{ik}$ is easy: in the canonical orbitals of each molecule, divide by the canonical energy differences, then rotate the amplitudes back to localized orbitals. The sum becomes 99.94\% of MP2. The deficit of about 11\% therefore comes from the neglected occupied couplings, and it does not disappear as $R$ grows. Its size depends somewhat on direction and basis: 12 to 14\% along the Cartesian axes in 6-31G, and 12 to 13\% in aug-cc-pVDZ.

\textit{Q:} Then how do you choose a cutoff distance?

\textit{A:} Write $E_{ij}^{\rm dip}=-C/R^6$. Its magnitude equals a threshold $\tau$ at
\begin{equation}
R_c=\left(\frac C\tau\right)^{1/6}.
\end{equation}
For the same O--H bond orbital on both waters, $C=0.391$ hartree\,bohr$^6$. With $\tau=10^{-6}$ hartree,
\begin{equation}
R_c=(3.91\times10^5)^{1/6}\ \text{bohr}=8.55\ \text{bohr}=4.53\ \text{\AA}.
\end{equation}
The sixth root makes this distance insensitive to the coefficient: an 11\% change in $C$ moves $R_c$ by about 2\%. The basis set matters far more. 6-31G has no polarization or diffuse functions and strongly underestimates dispersion; in aug-cc-pVDZ the same pair has $C=2.05$ hartree\,bohr$^6$ and $R_c=11.3$ bohr. The 6-31G numbers illustrate the procedure and are not converged values for water.

\textit{Q:} And the real pair energy there?

\textit{A:} MP2 gives $-1.06\times10^{-6}$ hartree, 6\% larger in magnitude than the estimate. That is closer than at 80 bohr, where the MP2 value is 14\% larger. The better agreement at short range is a partial cancellation: in this direction the distance-dependent corrections act against the error from $f_{ik}$. For the collinear hydrogen molecules they increased the magnitude instead. The cancellation is not general for water either: displaced along $y$ by 8.55 bohr, the MP2 value is about 60\% larger than the estimate, and in aug-cc-pVDZ along $(2,2,1)/3$ it is 29\% larger at the $R_c$ of that basis, against 15\% at large $R$. The estimate is therefore a guide for sorting pairs, not a bound on the energy discarded.

\textit{Q:} Can I at least bound the estimate itself, if I do not trust the orientation?

\textit{A:} Yes. The matrix $\mathsf 1-3\mathbf n\mathbf n^{\mathsf T}$ has eigenvalue $-2$ along $\mathbf n$ and $1$ twice across it. The bracket in (\ref{est}) is thus at most $2|\mathbf d_{ia}||\mathbf d_{jb}|$ in magnitude, and
\begin{equation}
|E_{ij}^{\rm dip}|\le\frac{16}{R^6}\sum_{ab}\frac{|\mathbf d_{ia}|^2|\mathbf d_{jb}|^2}{\Delta_{ij}^{ab}}. \label{bound}
\end{equation}
To see how generous this is, average the squared bracket over $\mathbf n$. Abbreviate $\mathbf d=\mathbf d_{ia}$ and $\mathbf d'=\mathbf d_{jb}$. Isotropy gives $\langle n_pn_q\rangle=\delta_{pq}/3$ and $\langle n_pn_qn_rn_s\rangle=(\delta_{pq}\delta_{rs}+\delta_{pr}\delta_{qs}+\delta_{ps}\delta_{qr})/15$, so
\begin{align}
\langle[\dots]^2\rangle
&=(\mathbf d\cdot\mathbf d')^2-6(\mathbf d\cdot\mathbf d')\frac{\mathbf d\cdot\mathbf d'}3\nonumber\\
&\quad+\frac9{15}\left[d^2d'^2+2(\mathbf d\cdot\mathbf d')^2\right]\nonumber\\
&=\tfrac35d^2d'^2+\tfrac15(\mathbf d\cdot\mathbf d')^2 .
\end{align}
This lies between $0.6$ and $0.8$ times $d^2d'^2$, while the bound uses $4d^2d'^2$. The mean estimate is therefore between 0.15 and 0.20 of the bound. For the O--H pair the computed mean is 0.189, with individual directions ranging from 0.02 to 0.77. The small basis exaggerates this anisotropy: in aug-cc-pVDZ the mean is 0.171 and the range 0.13 to 0.35. Even that spread, nearly a factor of three, is a reason to keep the angular factor when the dipoles are available.

\section{Does coupled cluster keep the law?}

\textit{Q:} All this is MP2. You will use it to screen a coupled-cluster calculation.

\textit{A:} With Hartree--Fock orbitals, the closed-shell CCSD energy has the form (\ref{pair}) with $t_{ij}^{ab}$ replaced by $t_{ij}^{ab}+t_i^at_j^b$. The two parts behave differently. A single excitation $t_i^a$ exists on an isolated molecule and does not decay with $R$. Its product term, summed over pairs between the groups, is
\begin{align}
4\sum_{i\in A}\sum_{j\in B}\sum_{ab}K_{ij}^{ab}t_i^at_j^b
&\simeq\Big(2\sum_{ia}t_i^a\mathbf d_{ia}\Big)\cdot\mathsf T\Big(2\sum_{jb}t_j^b\mathbf d_{jb}\Big)\nonumber\\
&=\boldsymbol\delta_A\cdot\mathsf T\,\boldsymbol\delta_B ,
\end{align}
where $\boldsymbol\delta$ is the dipole built from the singles of one group. This falls as $R^{-3}$ and can have either sign.

\textit{Q:} Then the $R^{-6}$ statement is false for CCSD pair energies!

\textit{A:} As a statement about the whole pair energy, in general yes. When $\sum_at_i^a\mathbf d_{ia}$ and $\sum_bt_j^b\mathbf d_{jb}$ are both nonzero the pair has an $R^{-3}$ term, except in directions where its angular factor vanishes. When one or both vanish, quadrupole moments of the singles density can still give terms in $R^{-4}$ or $R^{-5}$. A single localized orbital can carry such a dipole even in a nonpolar group, where only the sum $\boldsymbol\delta$ over its orbitals vanishes. For one water in 6-31G $|\boldsymbol\delta|=0.0196$ bohr for unit electron charge (0.029 bohr in aug-cc-pVDZ). It lies along the symmetry axis $z$, so $n_z=\tfrac13$ gives the angular factor $1-3/9=\tfrac23$. At 80 bohr,
\begin{equation}
\boldsymbol\delta\cdot\mathsf T\,\boldsymbol\delta=\frac23\,\frac{(0.0196)^2}{80^3}=5.0\times10^{-10}\ \text{hartree},
\end{equation}
which agrees with the singles product from the CCSD calculation on the dimer. The doubles part there is $-2.9\times10^{-11}$ hartree, much smaller in magnitude. The order reverses at shorter range: extrapolating the two power laws, the parts are equal near 31 bohr, where each is below $10^{-8}$ hartree, and at 8.55 bohr the singles sum is about $4\times10^{-7}$ hartree against about $-2\times10^{-5}$ hartree for the doubles. Between 40 and 80 bohr the effective powers are 3.00 for the singles product and 6.00 for the doubles.

The second power is numerical evidence for this dimer; the proof above covers first-order amplitudes. The singles term has the form of an electrostatic interaction between two permanent charge distributions, led here by their dipoles. Equation (\ref{est}) contains no information about it, so a small dipole estimate speaks only for the dispersion energy of a pair, and there as a guide rather than a bound; the singles product must be judged separately.

\section*{Computed results}
\begin{verbatim}
H2 pair, RHF/MP2 aug-cc-pVDZ, bond length 1.4 bohr, bonds along z
H2 occupied orbital energy f_ii = -0.59253 hartree
collinear: R/bohr, MP2 pair, dipole estimate, exchange part (hartree), MP2/estimate
    12  -4.73591e-06  -4.09555e-06  1.10e-09  1.1564
    16  -7.89793e-07  -7.28919e-07  3.05e-11  1.0835
    24  -6.62873e-08  -6.39929e-08  9.81e-15  1.0359
    48  -1.00867e-09  -9.99889e-10  -3.40e-23  1.0088
H2 decay exponent of the pair energy, 24 to 48 bohr = 6.038
H2 decay exponent of the exchange part, 12 to 16 bohr = 12.4
H2 along the bond: C = 12.229 hartree bohr^6, MP2/estimate for R to infinity = 0.9998
H2 across the bond: C = 8.280 hartree bohr^6, MP2/estimate for R to infinity = 1.0000
H2 oblique (2,2,1)/3: C = 8.494 hartree bohr^6, MP2/estimate for R to infinity = 1.0000
Water pair, 6-31G, O at origin, H at (0, +-1.43, 1.11) bohr, shift along (2,2,1)/3
O-H bond orbital centroid (bohr) = -0.000 0.776 0.614
O-H bond orbital f_ii = -0.9132 hartree
O-H bond orbital sum_a |d_ia|^2 = 0.8793 bohr^2
relative error of dipole integrals at 50, 100 bohr = 0.0527, 0.0263
raw basis functions: relative deviation from S S'/R at 100 bohr = 0.0092
O-H bond pair: R/bohr, MP2 pair, dipole estimate (hartree)
    40  -1.0802e-10  -9.5491e-11
    80  -1.6977e-12  -1.4920e-12
O-H bond pair decay exponent, 40 to 80 bohr = 5.992
estimate/MP2 at 80 bohr, 16 valence pairs: min 0.858, max 0.940
estimate/MP2 at 80 bohr, sum of all pairs = 0.8941
same sum with off-diagonal f_ik retained = 0.9994
O-H bond pair: bound coefficient = 4.216 hartree bohr^6
estimate/bound over directions: min 0.019, mean 0.1888, max 0.761
O-H bond pair: C = 0.3911 hartree bohr^6
screening threshold = 1.0e-06 hartree
screening distance = 8.552 bohr = 4.525 angstrom
MP2 pair energy at that distance = -1.0617e-06 hartree
CCSD, all pairs between the waters: R/bohr, doubles part, singles product (hartree)
    40  -1.8347e-09  4.0028e-09
    80  -2.8611e-11  5.0157e-10
CCSD decay exponents: doubles 6.003, singles product 2.996
singles dipole |delta| of one water = 0.01963 bohr (electron charge 1)
singles product predicted from delta at 80 bohr = 5.0198e-10 hartree
\end{verbatim}
